Comment on temperature rescaling in classical simulations of phonon heat transport

**The argument under review**

The argument concerns a crystal simulated by classical molecular dynamics (MD) below its Debye temperature, where the classical energy differs from the quantum energy. It proposes to run the simulation at a temperature T_MD chosen so that the total classical energy equals the quantum energy at the real temperature T, and to correct the heat flux for the changed temperature scale. Since energy and heat capacity are then right, the conductivity is said to be quantum-correct.

The matching step is sound. The question is whether it also repairs the quantities that determine the conductivity: the heat capacity and the scattering rate of each mode.

I take fixed harmonic frequencies ω, weak anharmonicity, three-phonon scattering at lowest order, and a relaxation time for each mode. "Quantum" below means the quantum result within this same approximation.

**What the matching guarantees**

Classical equipartition gives each vibrational mode the energy k_B T_MD. With n = 1/(e^x − 1) and x = ħω/(k_B T), the two usual matching conditions are

k_B T_MD = ⟨ħω(n + ½)⟩ (zero-point energy included),

k_B T_MD = ⟨ħωn⟩ (zero-point energy omitted),

where ⟨…⟩ is the average over all modes. The zero-point term does not depend on T, so both conditions give

dT_MD/dT = ⟨C⟩/k_B, C = k_B [(x/2)/sinh(x/2)]².

The simulated flux is −κ_MD dT_MD/dz = −κ_MD (dT_MD/dT) dT/dz. The conductivity referred to the real temperature gradient is therefore

κ_resc = (dT_MD/dT) κ_MD(T_MD).

So the total energy and the total heat capacity are right. The individual modes are another matter. Put u = x/2. The quantum energy with zero-point term is k_B T u coth u, whose derivative with respect to u is

k_B T [½ sinh(2u) − u]/sinh²u > 0,

so it rises strictly with frequency. Without the zero-point term the energy is k_B T x/(e^x − 1) = k_B T/(1 + x/2 + x²/6 + …), which falls strictly. In either convention the constant k_B T_MD can agree with the mode energy at one frequency at most. Likewise C falls strictly with ω, because sinh(u)/u rises, whereas the rescaled simulation gives every mode the same value k_B dT_MD/dT. If all modes had one frequency this objection would vanish; a real phonon spectrum has many.

**What a scattering rate depends on**

Consider one resonant triad, ω = ω₁ + ω₂, with coupling ħV(a†a₁a₂ + h.c.) in the interaction picture. Starting from occupations n, n₁, n₂, the probabilities at second order in time are

P(n → n + 1) = V²t² (n + 1)n₁n₂,

P(n → n − 1) = V²t² n(n₁ + 1)(n₂ + 1).

Their difference is the mean change of n. The products n n₁n₂ cancel, leaving

Δn = V²t² [n₁n₂ − n(1 + n₁ + n₂)].

An excess in n thus relaxes with the factor 1 + n₁ + n₂: this is decay. Each daughter gains what the parent loses, so

Δn₁ = V²t² [n(1 + n₁ + n₂) − n₁n₂],

and the coefficient of n₁ is −(n₂ − n). An excess in a daughter relaxes with the factor n₂ − n: this is combination, in which the daughter joins its partner to make the parent.

Classically, a, a₁, a₂ are complex amplitudes, and J = |a|² is the action in units of ħ. The equations of motion are

i da/dt = V a₁a₂, i da₁/dt = V a a₂*, i da₂/dt = V a a₁*.

Differentiating the first and inserting the other two gives d²a/dt² = −V² a(J₁ + J₂), hence

a(t) = a − iVt a₁a₂ − ½V²t² a(J₁ + J₂) + ….

In |a(t)|² the term linear in t depends on the relative phase and averages to zero. What remains is

ΔJ = V²t² [J₁J₂ − J(J₁ + J₂)].

The classical factors are therefore J₁ + J₂ for decay and, by the same exchange argument, J₂ − J for combination. Direct evolution of a triad with parent 2 and daughters 5 and 4 gives decay factors of 10.000 (quantum) and 9.000 (classical), and a combination factor of 2.000 in both. With a continuum of triads, t² is replaced by 2πt times a delta function of the frequency mismatch in both theories, so the comparison carries over to rates.

Now set J = n + ½ in the quantum factors. Decay becomes J₁ + J₂ and combination a difference of two J's, just as in the classical theory. At this order the linewidth error thus comes entirely from the wrong actions: equipartition supplies J = k_B T_MD/(ħω) where J = ½ coth(x/2) is needed.

**Why no single temperature will do**

For a decay with x = x₁ + x₂, the identity coth A + coth B = sinh(A + B)/(sinh A sinh B) gives

J₁ + J₂ = sinh(x/2)/[2 sinh(x₁/2) sinh(x₂/2)].

The classical factor at the same T is 1/x₁ + 1/x₂ = x/(x₁x₂). With g(x) = sinh(x/2)/(x/2), the ratio of quantum to classical rate is

R = g(x)/[g(x₁)g(x₂)].

For a combination, in which the mode considered and partner 1 make mode 2, x₂ = x + x₁. The identity for coth A − coth B has sinh(B − A) in the numerator, and the same R follows.

The two cases lie on opposite sides of one. For decay, ½ coth(y/2) > 1/y because tanh u < u; both terms of the sum exceed their classical values, so R > 1. For combination, write ½ coth(y/2) = 1/y + D(y). Then

D′(y) = 1/y² − 1/[4 sinh²(y/2)] > 0,

because sinh u > u. Since x₁ < x₂, D(x₁) − D(x₂) is negative and the quantum difference is smaller than the classical one: R < 1.

Every classical three-phonon rate is proportional to T_MD, so the right rate requires T_MD = RT. A decay needs a simulation hotter than T and a combination needs one colder than T. No value of T_MD serves both.

The two conventions fail in definite ways. Since u coth u > 1, including zero-point energy gives T_MD > T, and all combination rates are too large. Since x/(e^x − 1) < 1, omitting it gives T_MD < T, and all decay rates are too small.

Could each mode be given its own correct action instead? That would repair these linewidths, but classical motion does not preserve such a state. From the addition formula for coth, J(J₁ + J₂) = J₁J₂ + ¼, so the classical equation gives ΔJ = −V²t²/4 instead of zero. The high-frequency parent leaks zero-point energy into its daughters, and a thermostat would have to work against this leak.

**Two limits**

Let the relaxation rate of a mode be Γ. The conductivity is κ = (1/Ω) Σ C v_z²/Γ, with Ω the crystal volume and v_z the group velocity along the gradient. Classically C = k_B and Γ ∝ T, so κ_cl(T) = K/T with K constant. The fraction carried by each mode does not depend on T_MD.

At high T, ln g(x) = x²/24 + …. Inserting this in R gives 1 + x₁x₂/12 for decay and 1 − x₁x₂/12 for combination, while C/k_B = 1 − x²/12. The unrescaled simulation therefore errs at order 1/T². With θ = ħω/k_B, the matching conditions become

T_MD = T + ⟨θ²⟩/(12T) + … (with zero-point energy),

T_MD = T − ⟨θ⟩/2 + ⟨θ²⟩/(12T) + … (without).

The first keeps the error at second order. The second gives κ_resc ≈ (K/T)[1 + ⟨θ⟩/(2T)], a first-order error that the plain simulation did not have.

At low T in three dimensions, acoustic modes make ⟨ħωn⟩ proportional to T⁴. Without zero-point energy, T_MD = bT⁴ and dT_MD/dT = 4bT³, so κ_resc → 4K/T, four times the plain classical value. With zero-point energy, T_MD tends to ⟨θ⟩/2, and combination rates stay finite although the quantum factor n₁ − n₂ vanishes. The conductivity κ_resc then falls as T³ even in a perfect infinite crystal, merely because dT_MD/dT does.

**A case at 80 K**

InSb suits a numerical case because it is used in cooled infrared detectors and its phonon energies straddle k_B T at 80 K. The model has a cubic cell of edge 0.408 nm and mass 236.6 u. With k_i the phase advance per cell, let s² = Σ sin²(k_i/2)/3. The acoustic frequencies are 1.5s (TA, twice) and 4.0s (LA), and the optical ones 5.5 − 0.3s² (TO, twice) and 5.8 − 1.0s² (LO), all in THz. These inputs are rough: the long-wave TA speed they imply, about 1100 m/s, is roughly half that of InSb along [100]. The rates are

Γ = (A/N) Σ ωω₁ω₂ [(n₁ − n₂)δ(ω + ω₁ − ω₂) + ½(1 + n₁ + n₂)δ(ω − ω₁ − ω₂)],

with A = πħγ²/(Mc²), cell mass M, N wavevectors, γ = 0.5 and c = 2000 m/s. The sum runs over partner wavevectors and branches; the ½ removes double counting of daughters. This smooth coupling is a choice, and its strength cancels from bulk ratios.

Matching gives T_MD = 113.4 K with zero-point energy and 30.1 K without, and dT_MD/dT = 0.682. The mode energies are right only at 3.89 THz and 2.86 THz respectively. The quantum heat capacity is 0.97 k_B at 1.0 THz and 0.43 k_B at 5.5 THz; the simulation assigns 0.68 k_B to both.

For the triad 1.2 + 2.3 = 3.5 THz, decay has R = 1.081 and needs T_MD = 1.081 × 80 = 86.5 K. Combination of the 1.2 THz mode with its partner has R = 0.791 and needs 63.3 K. At 113.4 K the two rates are too large by factors 113.4/86.5 = 1.31 and 113.4/63.3 = 1.79. At 30.1 K they are 0.35 and 0.48 of their quantum values. Over the modes of the grid, the total rate divided by its quantum value runs from 1.22 to 2.29 with zero-point energy and from 0.32 to 0.61 without; on finer grids with a narrower delta function the upper ends rise to about 2.7 and 0.7.

The conductivities, in W/(m K), are:

- quantum: 43.2
- plain classical at 80 K: 37.2
- rescaled with zero-point energy: 17.9
- rescaled without it: 67.5

Relative to the quantum value the errors are −14 %, −59 % and +56 %. Here rescaling makes the result worse. Correcting only the mode heat capacities changes 17.9 to 25.2 and 67.5 to 95.1; correcting only the rates gives 30.6 in both conventions. Neither repair suffices, and in the second convention the two errors partly cancel.

One could tune T_MD to fit the total without the factor dT_MD/dT: K/T_MD = 43.2 requires T_MD = 80 × 37.2/43.2 ≈ 69 K. The decay above would then be about 20 % too slow and the combination about 9 % too fast. These percentages shift by several points with the sampling of wavevectors, but one rate stays too slow and the other too fast: the agreement would be a compensation of errors. The branch shares would not reveal it clearly, since they differ by only a few points and themselves shift by about ten points with the sampling and the width of the delta function. On this grid TA and LA carry 62.2 % and 37.1 % in the quantum result, against 62.3 % and 35.8 % classically.

A thin layer shows the wrong bulk scattering of the two rescaled simulations. Adding an edge rate |v|/L with L = 1 µm lowers the quantum conductivity by 46 %, but the rescaled one by 34 % with zero-point energy and 57 % without. The percentages follow the unconverged bulk value and shift by ten points or more with the width of the delta function (the 46 % runs from about 33 % at 0.18 THz to 52–59 % at 0.03 THz), but their order stays the one expected from scattering that is too strong and too weak in the bulk.

The ratios to the quantum conductivity change with temperature as follows (plain; rescaled with; rescaled without zero-point energy):

- 40 K: 0.67; 0.12; 1.33
- 160 K: 0.96; 0.77; 1.44
- 300 K: 0.99; 0.93; 1.26

The slow recovery in the last column is the first-order error. Its predicted coefficient is ⟨θ⟩/2 = 83.29 K; at a formal temperature of 8000 K, the relative error times T is 83.25 K. That temperature probes the formula and does not describe solid InSb.

**How far this carries to real InSb**

The model's conductivity of 43 W/(m K) is not a prediction for real InSb. It follows from the chosen coupling and is not converged in numerical resolution: broadening the delta function from 0.12 to 0.18 THz lowers it to 31, while the three ratios stay at 0.862, 0.415 and 1.563. Narrowing it to 0.03 THz, with denser sampling of the partner wavevectors, raises it to about 55–65 and moves the ratios to 0.88–0.92, 0.42–0.44 and 1.59–1.67. At 0.12 THz about a fifth of the TA rate comes from channels such as TA → TA + TA that exact energy conservation forbids for this dispersion. A grid of 14 instead of 12 points per axis gives 0.869, 0.418 and 1.576. The 80 K ratios should be trusted to within several per cent, not to three digits; those at 40 K, where the coarse grid samples the important long waves poorly, only to about a tenth. Lowering the TA top to 1.1 THz gives 0.83, 0.40 and 1.43. For a rough 10¹⁵ electrons per cm³ with mobility 5 × 10⁵ cm²/Vs, the Wiedemann–Franz law, which makes the electronic part proportional to the electrical conductivity times T, gives about 0.02 W/(m K) with the Lorenz number of a metal. These electrons are non-degenerate, which changes that number by a factor of order one, so the electronic part is negligible here.

A further assumption is that every collision resists the heat current. Normal processes conserve crystal momentum and do not do so by themselves. Keeping only umklapp processes can leave long waves with little or no resistance, so an edge rate for 10 µm is added. Together the two changes raise the quantum value to 184 W/(m K) and change the ratios to 0.88, 0.50 and 1.00; their separate effects were not computed. These figures are rough: on the grid used, many summed wavevectors fall exactly on the zone boundary and are counted as normal, which removes some umklapp resistance. The quantum value is therefore too high: a dense sampling of partners that avoids these points gives 130–150 W/(m K) and ratios of 0.85–0.88, 0.45–0.48 and 1.06–1.10. In this variant, rescaling without zero-point energy gives the right total to within about a tenth, although T_MD is still 30.1 K and every decay rate is still too small. The size of the error in κ therefore depends on the treatment of collisions and edges, and a correct total is no evidence of correct scattering.

With the reference inputs, Γ/ω in the bulk does not exceed about 0.01 for the quantum rates at 80 K and about 0.015 for the classical rates at 113 K. Both scale with the chosen γ², so this shows that the model is consistent with weak coupling; it does not test real InSb or measure four-phonon scattering. That process, defects and the true cubic force constants are left out.

**Recommendation**

The claim should be restricted to total energy and total heat capacity. For transport at this order, the force constants should be combined with quantum occupations in both C and Γ, mode by mode. Where normal processes matter, a single relaxation time per mode is not enough: the coupled transport equations for all mode populations should be solved, again with quantum occupations. If classical dynamics is used, the unrescaled result should be reported beside any rescaled one, with the zero-point convention stated. The numerical output gives the remaining values.

Values computed for the example and the checks

```
Inputs (rough InSb-like model)
cell edge 0.408 nm, cell mass 236.6 u, T 80 K
branch tops TA 1.5, LA 4.0, TO 5.5, LO 5.8 THz
optical drops to zone corner: TO 0.3, LO 1.0 THz
coupling 0.5, reference speed 2000 m/s
h x 1 THz / k_B = 47.992 K
One triad, occupations parent 2, daughters 5 and 4
decay factor: quantum 10.000, classical 9.000
combination factor: quantum 2.000, classical 2.000
Temperature matching at 80 K
T_MD with zero-point 113.37 K, without 30.08 K
dT_MD/dT = 0.6818
energy match only at 3.89 THz (with), 2.86 THz (without)
1.0 THz: n 1.2166, n+1/2 1.7166, C/k_B 0.9705
   MD action: with 2.3622, without 0.6268
5.5 THz: n 0.0383, n+1/2 0.5383, C/k_B 0.4331
   MD action: with 0.4295, without 0.1140
Classical temperature needed for the right rate at 80 K
decay 3.5 -> 1.2 + 2.3 THz: ratio 1.0809, needs 86.47 K
combination 1.2 + 2.3 -> 3.5 THz: ratio 0.7914, needs 63.31 K
MD rate / quantum rate over all modes (min, max)
with zero-point: 1.219, 2.291
without: 0.323, 0.608
Conductivity at 80 K (W/m/K)
quantum 43.21, plain classical 37.24
rescaled with zero-point 17.92, without 67.53
with zero-point: only C corrected 25.23, only rates corrected 30.57
without: only C corrected 95.08, only rates corrected 30.57
Share of conductivity TA, LA, TO, LO (%)
quantum   62.2 37.1 0.1 0.6
classical 62.3 35.8 0.3 1.6
kappa/quantum: plain, rescaled with, rescaled without zero-point
40 K: 0.666 0.117 1.334
80 K: 0.862 0.415 1.563
160 K: 0.960 0.769 1.442
300 K: 0.988 0.925 1.264
1 um layer, loss of kappa: quantum 45.9 %, with 34.0 %, without 56.9 %
High-T: mean h f/(2 k_B) 83.29 K; error x T at 8000 K 83.25 K
error(4000 K)/error(8000 K): plain 4.000, with 3.999, without 1.999
Neglected effects and model sensitivity at 80 K
umklapp only, 10 um edge: quantum 183.87 W/m/K; ratios 0.883 0.495 0.999
electrons: 1e+15 cm^-3, 5e+05 cm2/Vs give 0.0157 W/m/K
largest rate/angular frequency: quantum 0.0098, MD with zero-point 0.0146
TA top 1.1 THz: quantum 36.15 W/m/K; ratios 0.826 0.402 1.425
grid 14 not 12: quantum 40.71 W/m/K; ratios 0.869 0.418 1.576
width 0.18 not 0.12 THz: quantum 30.98 W/m/K; ratios 0.862 0.415 1.563
```
